# Diffusion-Limited Gettering by Parallel Dislocation Lines

## 1. What dimensions and symmetry fix

Impurities diffuse with diffusivity $D$ through a crystal threaded by straight, parallel dislocations, $n$ of them per unit area. Each line removes every impurity that reaches a distance $r_0$ from its axis. The impurities do not interact, so the problem is linear and the initial concentration cannot enter the fractional loss rate $k$. The remaining quantities are $D$ (length²/time), $n$ (length⁻²) and $r_0$ (length), so that

$$k=nD\,F(nr_0^2). \tag{1}$$

Symmetry indicates the form of $F$ for thin lines. Close to a line the concentration $c$ depends on the distance $r$ alone, and a steady flux $q$ per unit length crosses every circle: $2\pi rD\,dc/dr=q$. Hence

$$c(r)=\frac{q}{2\pi D}\ln\frac{r}{r_0}. \tag{2}$$

Equal ratios of radii cost equal drops in concentration. The logarithm grows until $r$ reaches the distance to the neighbouring lines, of order $n^{-1/2}$. One therefore expects $F\approx 2\pi/[\ln(n^{-1/2}/r_0)+\text{constant}]$. The constant requires a solution in which the impurities are depleted throughout the region between the lines.

## 2. The cell and its quasi-steady profile

Give each line a circular cell of the same area as its share of the crystal:

$$\pi R^2=\frac1n,\qquad R=\frac1{\sqrt{\pi n}}. \tag{3}$$

By symmetry between neighbours, no net flux crosses the rim. Replacing the true polygonal cell by a circle is an approximation, examined in Section 6. Let $c$ be the concentration in excess of the equilibrium value held at the line. Then, for $r_0<r<R$,

$$\frac{\partial c}{\partial t}=\frac Dr\frac{\partial}{\partial r}\left(r\frac{\partial c}{\partial r}\right),\qquad c(r_0)=0,\qquad c'(R)=0. \tag{4}$$

In the quasi-steady state the concentration falls at nearly the same rate $S$ everywhere, because the logarithmic profile is nearly flat over most of the area. Setting $\partial c/\partial t=-S$ gives $(rc')'=-Sr/D$. Integration from $r$ to $R$, with $c'(R)=0$, yields

$$rc'(r)=\frac{S}{2D}(R^2-r^2). \tag{5}$$

At $r=r_0$ the flux into the line is $2\pi r_0Dc'(r_0)=\pi(R^2-r_0^2)S$, which is the total loss in the cell, as it must be. Dividing (5) by $r$ and integrating from $r_0$, where $c=0$,

$$c(r)=\frac{S}{2D}\left[R^2\ln\frac r{r_0}-\frac{r^2-r_0^2}{2}\right]. \tag{6}$$

The first term is the logarithm of (2). The second reduces it because the flux weakens with distance from the line.

## 3. The rate

The mean concentration over the accessible area is

$$\bar c=\frac{2}{R^2-r_0^2}\int_{r_0}^{R}c(r)\,r\,dr. \tag{7}$$

Write $L=\ln(R/r_0)$ and $\eta=(r_0/R)^2$. Integration by parts gives the first integral needed, and the substitution $w=r^2-r_0^2$ gives the second:

$$\int_{r_0}^{R}r\ln\frac r{r_0}\,dr=\frac{R^2L}{2}-\frac{R^2-r_0^2}{4},\qquad \int_{r_0}^{R}\frac{r^2-r_0^2}{2}\,r\,dr=\frac{(R^2-r_0^2)^2}{8}. \tag{8}$$

With $R^2-r_0^2=R^2(1-\eta)$, equation (7) becomes

$$\bar c=\frac{S}{2D}\,\frac{2}{R^2(1-\eta)}\left[\frac{R^4L}{2}-\frac{R^4(1-\eta)}{4}-\frac{R^4(1-\eta)^2}{8}\right]=\frac{SR^2}{2D}\Lambda, \tag{9}$$

$$\Lambda=\frac{L}{1-\eta}-\frac12-\frac{1-\eta}{4}. \tag{10}$$

The fractional loss rate is $k=S/\bar c$. Since $1/R^2=\pi n$,

$$k=\frac{2D}{R^2\Lambda}=\frac{2\pi nD}{\Lambda}. \tag{11}$$

For thin lines, expansion in $\eta$ gives $\Lambda=L-\tfrac34+\eta(L+\tfrac14)+O(\eta^2L)$, and therefore

$$k\simeq\frac{2\pi nD}{\ln(R/r_0)-\frac34},\qquad r_0\ll R. \tag{12}$$

This has the form (1). For a square array of spacing $s$, $n=1/s^2$ and $R=s/\sqrt\pi$, so in the cell approximation

$$k\simeq\frac{2\pi D}{s^2\left[\ln(s/r_0)-\frac12\ln\pi-\frac34\right]}. \tag{13}$$

The opposite limit checks (10). Let the gap $g=R-r_0$ be much smaller than $R$, and put $\epsilon=1-\eta\simeq2g/R$. Then $L=-\frac12\ln(1-\epsilon)=\frac12(\epsilon+\epsilon^2/2+\epsilon^3/3+\dots)$, so $L/\epsilon=\frac12+\epsilon/4+\epsilon^2/6+\dots$. The first two terms cancel in (10), leaving $\Lambda\simeq\epsilon^2/6\simeq2g^2/(3R^2)$ and $1/k\simeq g^2/(3D)$. A flat layer with one absorbing and one reflecting face has the profile $(S/D)(gx-x^2/2)$, whose mean is $Sg^2/(3D)$: the same result.

**Sensitivity.** Since $d\Lambda/d\ln r_0=-1$ and $d\Lambda/d\ln n=-\frac12$ for thin lines,

$$\frac{\partial\ln k}{\partial\ln r_0}=\frac1\Lambda,\qquad \frac{\partial\ln k}{\partial\ln n}=1+\frac1{2\Lambda}. \tag{14}$$

The first derivative is taken at fixed $n$, the second at fixed $r_0$. A poorly known capture radius does limited harm when $\Lambda$ is large. The rate grows slightly faster than the line density, because closer lines also shorten the logarithm.

## 4. What the quasi-steady rate means

The uniform loss assumed in Section 2 is approximate, but $1/k$ has an exact meaning within the cell model. Start from a uniform concentration $c_0$ and define

$$\tau(r)=\frac1{c_0}\int_0^\infty c(r,t)\,dt. \tag{15}$$

Integrate (4) over all time. The left side gives $c(r,\infty)-c(r,0)=-c_0$, since everything in excess of equilibrium is eventually absorbed. Thus $D\nabla^2\tau=-1$, with the same boundary conditions as $c$. This is the quasi-steady problem with $S=1$, so $\tau(r)=c(r)/S$ from (6). If $M(t)$ is the fraction remaining in the cell, averaging (15) gives

$$T\equiv\int_0^\infty M(t)\,dt=\frac{R^2\Lambda}{2D}=\frac1k. \tag{16}$$

The fraction captured between $t$ and $t+dt$ is $-M'(t)\,dt$, and integrating $-tM'$ by parts shows that $T$ is the mean time to capture.

The late decay is governed by the slowest mode, whose lifetime $\tau_1$ differs slightly from $T$. Let $G$ be the inverse of $-D\nabla^2$ with the boundary conditions (4). Then $G1=\tau(r)$, and the modes satisfy $Gu=\tau_1u$. Write $u=1+\varphi$, with the area average $\langle\varphi\rangle=0$. Averaging the mode equation, and using the symmetry of $G$,

$$\tau_1=T+\langle G\varphi\rangle=T+\langle\varphi\,(\tau-T)\rangle. \tag{17}$$

The zero-average part of the equation is $\tau_1\varphi=(\tau-T)+(G\varphi)_0$, where the subscript removes the average. A source $\varphi$ of zero total strength sends no net flux to the line, so $(G\varphi)_0$ is of order $(R^2/D)\varphi$ without a large logarithm. It is smaller than $\tau_1\varphi$ by a factor of order $1/\Lambda$. To leading order $\varphi=(\tau-T)/T$, and

$$\tau_1\simeq T(1+v),\qquad v=\frac{\langle(\tau-T)^2\rangle}{T^2}. \tag{18}$$

For a thin line put $u=r^2/R^2$, which is uniformly distributed over the cell area between 0 and 1. By (6), the varying part of $\tau$ is $(R^2/2D)(\ln u-u)/2$. The averages $\langle\ln u\rangle=-1$, $\langle\ln^2u\rangle=2$ and $\langle u\ln u\rangle=-\frac14$ give variances 1 for $\ln u$ and $\frac1{12}$ for $u$, with covariance $-\frac14+\frac12=\frac14$. Therefore

$$v=\frac1{\Lambda^2}\,\frac14\left(1+\frac1{12}-\frac24\right)=\frac{7}{48\Lambda^2}. \tag{19}$$

For evenly spaced lines, which the cell represents, a single exponential is thus a good description when $\Lambda^2\gg1$; randomly placed lines behave differently (Section 6). It is less accurate when the lines nearly fill their cells: in the flat layer of Section 3 the slowest mode, $\sin(\pi x/2g)$, has lifetime $4g^2/(\pi^2D)$, which is $12/\pi^2\simeq1.22$ times $T$.

## 5. Interstitial iron in silicon at 600 °C

Iron diffuses fast in silicon and has a low solubility at this temperature, which suits the model. The inputs are rough typical values: $D=10^{-3}\exp(-0.67\ \mathrm{eV}/k_BT_a)$ cm²/s, where $T_a$ is the absolute temperature; $n=10^6$ cm⁻²; $r_0=1$ nm; and an initial iron concentration of $10^{12}$ cm⁻³.

With $k_BT_a=0.07524$ eV, $D=1.358\times10^{-7}$ cm²/s. Equation (3) gives $R=5.642$ µm, so $L=\ln(5642)=8.638$ and $\Lambda=8.638-0.750=7.888$. Then

$$k=\frac{2\pi(10^6\ \mathrm{cm^{-2}})(1.358\times10^{-7}\ \mathrm{cm^2/s})}{7.888}=0.108\ \mathrm{s^{-1}},\qquad T=9.25\ \mathrm{s}. \tag{20}$$

With evenly spaced lines the excess iron falls to one per cent in about 43 s. Omitting the $\frac34$ would give 0.099 s⁻¹, about 9% below (20).

The concentration at the cell rim is 1.03 times the mean, which shows how flat the profile is. The slowest lifetime exceeds $T$ by 0.237%, against 0.234% from (19). The second mode lives for 0.14 s, so the profile forms early in the decay. Over the whole decay, $M(t)$ departs from $e^{-kt}$ by at most 0.0021 of the initial amount.

At fixed $n$, halving $r_0$ multiplies the rate by 0.919 and doubling it by 1.096. At fixed $r_0$, ten times more lines multiply the rate by 11.7: a factor 10 from $n$, and the rest from the shorter logarithm. With all lengths fixed, $T$ is 29 s at 500 °C and 3.7 s at 700 °C, through $D$ alone.

## 6. Arrangement of the lines

To drop the circular cell, take a periodic box of area $A$ containing $N$ thin lines at positions $\mathbf x_j$. Let $G_p$ be the zero-average periodic function obeying $-\nabla^2G_p=\delta-1/A$. The local mean lifetime is then

$$\tau(\mathbf x)=T-\sum_jf_jG_p(\mathbf x-\mathbf x_j),\qquad\sum_jf_j=\frac AD. \tag{21}$$

Away from the lines this gives $-D\nabla^2\tau=(D/A)\sum_jf_j=1$, as required. Setting $\tau=0$ on each capture circle gives

$$\sum_jG_{ij}f_j=T, \tag{22}$$

where $G_{ij}=G_p(\mathbf x_i-\mathbf x_j)$ for $i\ne j$, and $G_{ii}$ is the value at distance $r_0$, namely $-(2\pi)^{-1}\ln r_0$ plus a constant. These linear equations determine $T$, and $\Lambda=2\pi nDT$ generalizes (11).

For a square array all $f_j$ are equal, so the coefficient of the logarithm is unchanged and the geometry enters through the constant. Numerically, $\frac34$ becomes 0.738, which lowers the example's rate by 0.15%.

Random placement matters more. Ten random arrangements of 400 lines give a mean $\Lambda=9.59$ with standard error 0.06. The mean for 100 lines was lower by 0.10. Most of this shift is a size effect, not noise: fixing the number of lines in the box suppresses long-range density fluctuations, and the mean rises slowly with $N$, to about 9.6 in larger boxes. The rate, taken as the inverse mean lifetime, is 0.82 of the cell value. The decay is also further from a single exponential than (19) suggests, because iron lingers where lines happen to be sparse. An estimate: the other lines screen each line over a length $\ell=\sqrt{DT}$, with $\ell^2=\Lambda/(2\pi n)$, so each line changes $\tau/T$ by about $-K_0(r/\ell)/\Lambda$, where $K_0$ is the modified Bessel function. For random positions the relative variance of $\tau$ is then $n\int K_0^2\,d^2r/\Lambda^2=n\pi\ell^2/\Lambda^2=1/(2\Lambda)\approx0.05$, far above $7/(48\Lambda^2)$. The fraction remaining departs from $e^{-t/T}$ by about 0.02, and one per cent is reached after roughly 55 s instead of 43 s.

## 7. When the line is not a perfect cylinder

**A reaction step.** Suppose capture has a finite velocity $\kappa$, so that $Dc'(r_0)=\kappa c(r_0)$. The flux (5) is unchanged, and $c(r_0)=S(R^2-r_0^2)/(2\kappa r_0)$ is added to the whole profile. Multiplication by $2D/(SR^2)$, as in (9), gives

$$\Lambda\to\Lambda+(1-\eta)\frac{D}{\kappa r_0}. \tag{23}$$

A simple hopping estimate is $\kappa=(D/a)e^{-E/k_BT_a}$, with jump length $a=0.235$ nm and an extra barrier $E$ at the line. For $E=0$ the added term is 0.235, about 3% of $\Lambda$. It equals $\Lambda$, halving the rate, when $E=k_BT_a\ln(\Lambda r_0/a)=0.26$ eV. For barriers high enough that the added term far exceeds $\Lambda$, reaction controls the rate, which then varies as $r_0$ and no longer logarithmically.

**Elastic attraction.** An edge dislocation acts on a misfitting impurity through a potential $V=-A_e\cos\theta/r$. Put $\rho=A_e/(2k_BT_a)$ and $V/k_BT_a=w=-2\rho\cos\theta/r$. Near the line the steady equation is $\nabla\cdot(\nabla c+c\nabla w)=0$. With $c=e^{-w/2}\psi$, the bracket is $e^{-w/2}(\nabla\psi+\frac12\psi\nabla w)$. In its divergence the terms in $\nabla w\cdot\nabla\psi$ cancel, and $\nabla^2w=0$, leaving

$$\nabla^2\psi=\tfrac14|\nabla w|^2\psi=\frac{\rho^2}{r^4}\psi. \tag{24}$$

The angle has disappeared. In the variable $\rho/r$ this is the modified Bessel equation of order zero. The solution vanishing at $r_0$ is $\psi\propto K_0(\rho/r)-I_0(\rho/r)K_0(\rho/r_0)/I_0(\rho/r_0)$. For $r\gg\rho$, $K_0(x)\to-\ln(x/2)-\gamma$, with $\gamma$ Euler's constant, and $I_0\to1$. Hence $\psi\propto\ln(r/r_e)$ with

$$r_e=\frac\rho2\exp\left[\gamma+\frac{K_0(\rho/r_0)}{I_0(\rho/r_0)}\right]. \tag{25}$$

For $\rho\ll R$, $r_e$ simply replaces $r_0$. An assumed strength $A_e=0.10$ eV nm gives $\rho=0.665$ nm and $r_e=1.11$ nm, which raises the rate by 1.3%.

**Separate capture sites.** Let capture occur at small spheres of radius $b$, spaced by $d$ along the line, with $b\ll d\ll R$. A flux $q$ per length means $qd$ per sphere, and each sphere lowers the concentration at distance $x$ by $qd/(4\pi Dx)$. Sum over $m_0$ neighbours on either side. At a sphere's surface the sum of inverse distances is $1/b+(2/d)(\ln m_0+\gamma)$. At distance $r\gg d$ from the axis it approaches an integral, $(2/d)\ln(2m_0d/r)$. The concentration difference is therefore

$$\frac{qd}{4\pi D}\left[\frac1b+\frac2d\left(\gamma+\ln\frac r{2d}\right)\right]=\frac q{2\pi D}\ln\frac r{r_b},\qquad r_b=2d\,e^{-\gamma-d/(2b)}. \tag{26}$$

Now $r_b$ replaces $r_0$. For $b=1$ nm the rate falls to 0.75 of (20) at $d=10$ nm, and to 0.15 at $d=100$ nm. In the second case the term $d/(2b)=50$ dominates $\Lambda=53$: access to the sites, not transport between the lines, limits gettering.

## 8. Comparison with real silicon

A density of $10^6$ cm⁻² represents strongly dislocated regions of cast silicon. Dislocation-free device wafers lie outside the model. Real lines are neither evenly spaced nor certain to capture iron along their whole length. If all the iron were captured, the lines would hold on average one atom per 10 nm, so a continuous precipitate coating is not to be expected, and the 1 nm radius is a capture distance, not a precipitate size. Sparse sites are the largest correction estimated here, a factor of about seven for 100 nm spacing. The separate corrections have not been combined.

Two further effects deserve an estimate. If both faces of a 200 µm wafer are perfect sinks and the lines run perpendicular to them, the variables separate, and the slowest mode across the wafer adds $\pi^2D/W^2$ to the late decay rate, where $W$ is the thickness. This is 3.1% of $k$. The total effect is larger, because iron that starts near a face is lost early: the faces take a fraction of about $2\sqrt{D/k}/W$, or 11%, of the excess iron, and shorten the mean lifetime by the same fraction. With a rough solubility of $8\times10^{25}\exp(-2.9\ \mathrm{eV}/k_BT_a)$ cm⁻³, about $1.5\times10^9$ cm⁻³ of iron would stay dissolved, or 0.15% of the initial amount, if the captured iron were in equilibrium with bulk iron silicide. This solubility is extrapolated from higher temperatures, and other published fits give values up to about twice as large at 600 °C. Clusters of only a few atoms generally hold iron less firmly than the bulk compound, so the real remainder may be much larger. More time at 600 °C cannot remove this remainder by the mechanism treated here. The numerical output below lists the values used.

## Calculated quantities

```
INPUTS (rough, iron in silicon)
temperature = 600 C; kT = 0.07524 eV
D prefactor = 1.0e-03 cm2/s; barrier = 0.67 eV
line density = 1.0e+06 cm^-2
capture radius = 1.0 nm
initial iron = 1.0e+12 cm^-3
MAIN RESULT
diffusivity D = 1.3577e-07 cm2/s
cell radius R = 5.6419 um
square spacing s = 10.000 um
ln(R/r0) = 8.6380
resistance factor Lam = 7.8880
gettering rate k = 0.10815 1/s
mean lifetime T = 9.247 s
time to 1 percent left = 42.58 s
edge/mean concentration = 1.0317
rate if 3/4 is dropped = 0.09876 1/s
QUALITY OF THE SINGLE EXPONENTIAL
slowest lifetime excess over T = 0.2372 %
predicted excess (7/48)/Lam^2 = 0.2344 %
largest error of remaining fraction = 0.00210
second-mode lifetime = 0.1432 s
DEPENDENCE ON PARAMETERS
r0 = 0.5 nm: k = 0.09941 1/s; ratio 0.9192
r0 = 2.0 nm: k = 0.11856 1/s; ratio 1.0963
r0 = 5.0 nm: k = 0.13587 1/s; ratio 1.2563
n = 1e+05 cm^-2: k = 0.00944 1/s; ratio 0.0873
n = 1e+07 cm^-2: k = 1.26627 1/s; ratio 11.7090
at 500 C: mean lifetime = 29.254 s
at 700 C: mean lifetime = 3.703 s
NEGLECTED EFFECTS
square array: constant = 0.7382 (cell 0.75)
square/cell rate = 0.99850
random lines: Lam = 9.585 +/- 0.058 (400 lines)
shift from 100 to 400 lines = 0.097
random/cell rate = 0.823
captured iron per line length = 0.100 1/nm
1 nm beads every 10 nm: Lam = 10.47; rate ratio 0.753
1 nm beads every 100 nm: Lam = 53.17; rate ratio 0.148
jump length = 0.235 nm; D/(kappa r0), no barrier = 0.235
capture barrier that halves k = 0.264 eV
elastic strength A = 0.10 eV nm; rho = 0.665 nm
radius with elastic drift = 1.109 nm; rate ratio 1.0133
wafer thickness = 200 um; surface rate/k = 0.0310
solubility: prefactor 8e+25 cm^-3, energy 2.9 eV
residual iron = 1.46e+09 cm^-3; fraction 0.00146
```
